# Projected occupations of a bonding orbital on overlapping site orbitals

## Problem

A DFT+U calculation needs the number of electrons in a chosen local orbital. One way to obtain this number is to project the occupied Kohn–Sham orbitals on atomic-like site orbitals, and such orbitals on neighbouring atoms can overlap.

Let $a$ and $b$ be two identical site orbitals on equivalent atoms. They are real and normalized, with overlap $S=\langle a|b\rangle$. The sign of $b$ is chosen so that $0<S<1$, and the bonding orbital is then the in-phase combination

$$\psi=N(a+b),\qquad \langle\psi|\psi\rangle=1 .$$

One electron of one spin occupies $\psi$. Two definitions of its site occupations are to be compared:

- the unorthogonalized projection, $n_a=|\langle a|\psi\rangle|^2$ and $n_b=|\langle b|\psi\rangle|^2$;
- the Löwdin projection, $\tilde n_a=|\langle\tilde a|\psi\rangle|^2$ and $\tilde n_b=|\langle\tilde b|\psi\rangle|^2$, where $\tilde a,\tilde b$ are obtained from $a,b$ by symmetric orthogonalization.

1. Estimate how each sum of occupations depends on a small overlap.
2. Find both sums for any $S$ between 0 and 1.
3. Evaluate them for a $\pi$ bonding orbital of N$_2$ at a bond length of 2.1 bohr.
4. Find how the choice of projection changes the Hubbard energy and potential at fixed $U$.

For part 3, the orbital comes from a self-consistent PBE calculation in the minimal STO-3G basis. With the molecular axis along $z$, the two $2p_x$ functions are the basis functions that change sign under $x\to-x$. They therefore form this $\pi$ orbital by themselves, and the equivalence of the atoms makes their coefficients equal. The two-orbital model is thus exact within this basis. The computed overlap is $S=0.2731$. N$_2$ serves here as a clean test of the projections; it is not a molecule that calls for a Hubbard correction.

## A first estimate by scaling

For small $S$, take the normalization from the case without overlap, $N\approx1/\sqrt2$. The amplitude on $a$ then has a part $1/\sqrt2$ from $a$ itself and a part $S/\sqrt2$ from the tail of $b$:

$$\langle a|\psi\rangle\approx\frac{1+S}{\sqrt2},\qquad n_a\approx\frac{(1+S)^2}{2}\approx\frac12+S .$$

Site $b$ gives the same, so the estimated sum is $1+2S$. The change is linear in $S$ because the tail adds to the amplitude before squaring.

For the second definition, orthogonal orbitals are needed to first order. Take $\tilde a\approx a-\tfrac S2 b$ and $\tilde b\approx b-\tfrac S2 a$. Their overlap is $S-\tfrac S2-\tfrac S2+\tfrac{S^3}{4}=\tfrac{S^3}{4}$, and their norms differ from one at order $S^2$, so they suffice. With the same crude $\psi$,

$$\langle\tilde a|\psi\rangle\approx\frac{(1+S)(1-S/2)}{\sqrt2}\approx\frac{1+S/2}{\sqrt2},$$

and the two squares add up to $1+S$ at first order.

The estimate says that the two definitions differ at order $S$. It cannot fix the coefficients of the individual sums, because the neglected change of $N$ is also of order $S$. For N$_2$ it gives $1+2(0.2731)=1.55$ and $1+0.2731=1.27$.

## Exact solution

### Normalization and unorthogonalized projection

The norm of the unnormalized sum is

$$\langle a+b|a+b\rangle=1+1+S+S=2(1+S),$$

so that

$$\psi=\frac{a+b}{\sqrt{2(1+S)}} .$$

The projection on $a$ follows from $\langle a|a\rangle=1$ and $\langle a|b\rangle=S$:

$$\langle a|\psi\rangle=\frac{1+S}{\sqrt{2(1+S)}}=\sqrt{\frac{1+S}{2}} .$$

Exchanging $a$ and $b$ leaves $\psi$ unchanged, so the amplitude on $b$ is the same. Hence

$$n_a=n_b=\frac{1+S}{2},\qquad n_a+n_b=1+S .$$

One electron is counted as $1+S$ electrons, although neither site occupation exceeds one. As $S\to0$ the sum tends to one. As $S\to1$ the two site orbitals become the same function, each projection tends to one, and the electron is counted twice.

### Löwdin projection

The overlap matrix and its normalized eigenvectors are

$$G=\begin{pmatrix}1&S\\S&1\end{pmatrix},\qquad v_\pm=\frac1{\sqrt2}\begin{pmatrix}1\\\pm1\end{pmatrix},\qquad Gv_\pm=(1\pm S)v_\pm .$$

Both eigenvalues are positive for $0<S<1$, so the inverse square root exists:

$$G^{-1/2}=\frac{v_+v_+^T}{\sqrt{1+S}}+\frac{v_-v_-^T}{\sqrt{1-S}}=\begin{pmatrix}x&y\\y&x\end{pmatrix},$$

$$x=\frac12\left[\frac1{\sqrt{1+S}}+\frac1{\sqrt{1-S}}\right],\qquad y=\frac12\left[\frac1{\sqrt{1+S}}-\frac1{\sqrt{1-S}}\right].$$

The Löwdin orbitals are $\tilde a=xa+yb$ and $\tilde b=ya+xb$. Their overlap matrix is $G^{-1/2}GG^{-1/2}=1$, so they are orthonormal. Since $y<0$, each one carries a negative admixture of its neighbour.

Both $\langle a|a+b\rangle$ and $\langle b|a+b\rangle$ equal $1+S$, and $x+y=1/\sqrt{1+S}$. Therefore

$$\langle\tilde a|\psi\rangle=\frac{(x+y)(1+S)}{\sqrt{2(1+S)}}=\frac{\sqrt{1+S}}{\sqrt{2(1+S)}}=\frac1{\sqrt2} .$$

The amplitude on $\tilde b$ is the same by symmetry, which gives

$$\tilde n_a=\tilde n_b=\frac12,\qquad \tilde n_a+\tilde n_b=1 .$$

This sum is one for every normalized state in the span of $a$ and $b$, because $\tilde a$ and $\tilde b$ are an orthonormal basis of that span.

### Where the excess comes from

The unorthogonalized sum is the expectation value of $Q=|a\rangle\langle a|+|b\rangle\langle b|$. Acting on the two symmetry combinations,

$$Q(a\pm b)=a(1\pm S)+b(S\pm1)=(1\pm S)(a\pm b).$$

A projector has eigenvalues 0 and 1, so $Q$ is not a projector when $S\neq0$. It overcounts the bonding orbital by $S$ and undercounts the antibonding orbital by $S$. If both are filled, the sum is $(1+S)+(1-S)=2$, which is correct. A correct total for a filled pair therefore does not show that each orbital is counted correctly.

### Unequal coefficients

Polar bonds need $\psi=c_aa+c_bb$ with real, unequal coefficients. Normalization requires $c_a^2+c_b^2=1-2Sc_ac_b$. The unorthogonalized sum is

$$\begin{aligned}
n_a+n_b&=(c_a+Sc_b)^2+(c_b+Sc_a)^2\\
&=(1+S^2)(c_a^2+c_b^2)+4Sc_ac_b\\
&=(1+S^2)(1-2Sc_ac_b)+4Sc_ac_b\\
&=1+S^2+2S(1-S^2)c_ac_b .
\end{aligned}$$

For an orbital entirely on one site, $c_ac_b=0$ and the excess is $S^2$. For in-phase coefficients, $c_a^2+c_b^2\ge2c_ac_b$ combined with the normalization gives $2c_ac_b(1+S)\le1$. The sum then lies between $1+S^2$ and $1+S$, and the equal-weight bond has the largest excess.

## Numbers for N$_2$

With $S=0.2731$ the coefficient of each site orbital is $1/\sqrt{2(1.2731)}=0.6267$. The projections, obtained by numerical integration over a grid in space, are

$$n_a=n_b=0.6365,\qquad n_a+n_b=1.273 .$$

This agrees with $(1+S)/2=0.6365$ for each site, using the overlap to one more digit, $S=0.27306$. The Löwdin coefficients are $x=1.0296$ and $y=-0.1433$, and the integrated projections are $0.5000$ on each site. For the antibonding partner the unorthogonalized sum is $0.727$ and the Löwdin sum is $1.000$.

Repeating the PBE calculation at other bond lengths, with the same basis, gives $S=0.368$ at 1.8 bohr and $S=0.158$ at 2.6 bohr. The unorthogonalized sums are $1.368$ and $1.158$, while the Löwdin sum stays at $1.000$. A change of bond length thus changes the unorthogonalized count even though the orbital still holds one electron per spin.

In a larger basis, $\psi$ need not lie wholly in the span of two fixed site orbitals. Let $w$ be its weight inside the span. By symmetry the inside part is $\sqrt w$ times the normalized bonding combination, and the remainder is orthogonal to both $a$ and $b$. The two sums become $w(1+S)$ and $w$.

A PBE calculation in the cc-pVTZ basis at 2.1 bohr, with the $2p$ orbital of a free nitrogen atom (quartet ground state, restricted open-shell PBE) on each site, gives $S=0.3454$ and $w=0.9896$. The sums are

$$0.9896\times1.3454=1.331\qquad\text{and}\qquad0.990 .$$

The Löwdin sum now falls short of one by about 1%, which is the part of the orbital that the site functions cannot represent. The larger change in the unorthogonalized sum, from 1.273 to 1.331, comes with the different overlap of the new site orbitals. The number $S$ belongs to the chosen projection functions as well as to the molecule. These values are not converged to the digits shown. In aug-cc-pVTZ they become $S=0.350$ and $w=0.987$, and in cc-pVQZ $S=0.348$ and $w=0.989$, while the unorthogonalized sum stays between 1.331 and 1.333. Taking the $2p$ orbital from a spherical, spin-unpolarized atom in cc-pVTZ gives $S=0.360$, $w=0.985$ and an unorthogonalized sum of 1.340.

## Effect on the Hubbard term

In the simplified rotationally invariant form of DFT+U, which has a single effective parameter $U$, this orbital pair contributes for one spin

$$E_U=\frac U2\sum_{i=a,b}n_i(1-n_i).$$

For the unorthogonalized projection, $n_i(1-n_i)=\frac{1+S}{2}\cdot\frac{1-S}{2}=\frac{1-S^2}{4}$. The two sites and the factor $U/2$ give $E_U=U(1-S^2)/4$. For the Löwdin projection $n_i=1/2$ and $E_U=U/4$. In the minimal-basis N$_2$ example these are $0.231\,U$ and $0.250\,U$, a reduction of about 7% relative to the Löwdin value.

The potential is more sensitive. Differentiation gives $\partial E_U/\partial n_i=U(\tfrac12-n_i)$, which in the two-orbital model ($w=1$) vanishes for the Löwdin occupations and equals $-US/2$ for the others. For $w<1$ the Löwdin value is $U(1-w)/2$, about $0.005\,U$ in the cc-pVTZ example. The added operator is then $-(US/2)Q$. By the eigenvalues of $Q$, it shifts the bonding level by $-US(1+S)/2$ and the antibonding level by $-US(1-S)/2$. For $S=0.2731$ the bonding shift is $-0.174\,U$, before any response of the other orbitals. A value of $U$ fitted with one projection should therefore not be carried over to the other without a new determination.

If the Hubbard site is a metal $d$ shell in an oxide, its oxygen neighbours carry different orbitals, and the assumption of identical sites fails. If both partners of one such bond are projected, the polar-bond result applies to an orbital in their span. For an in-phase combination at the overlap used here, the sum would lie between $1+0.2731^2=1.07$ and $1.27$. If the metal alone is projected, there is no second occupation to add, but the amplitude $c_a+Sc_b$ still contains the oxygen tail. Several neighbours per site require the full overlap matrix, and the two-orbital numbers do not carry over.

## Comparison of the estimate with the exact result

| Sum of occupations | Estimate | Exact | Estimate, N$_2$ | Exact, N$_2$ |
|---|---|---|---|---|
| Unorthogonalized | $1+2S$ | $1+S$ | 1.55 | 1.27 |
| Löwdin | $1+S$ | $1$ | 1.27 | 1.00 |

The estimate finds the correct linear scaling of the difference between the definitions, but both of its sums are too large by $S$. The cause is the crude orbital $(a+b)/\sqrt2$, whose norm is $1+S$ instead of one. Dividing the estimates by this norm repairs them at first order:

$$\frac{1+2S}{1+S}\approx1+S,\qquad\frac{1+S}{1+S}=1 .$$

Normalization thus removes half of the estimated excess in the unorthogonalized sum and all of it in the Löwdin sum. The half that remains is the double counting by $Q$.
